Laminar water cooling in a 100 µm channel: size and scaling

**Question.** Water flows through a chip channel of hydraulic diameter 100 µm. The flow is laminar and fully developed, and the Nusselt number is taken as four. How large is the heat-transfer coefficient, how does it change with the size and shape of the channel and with the water speed, and when does the estimate stop being usable?

**Answer.**

**The estimate**

Let the channel have cross-sectional area A and wetted perimeter P. Its hydraulic diameter is

D = 4A/P,

which for a round tube is the ordinary diameter. Let q be the heat flux from the wall into the water, averaged around the perimeter, and Tw the wall temperature. With local speed u and mean speed U, put v = u/U, and let ⟨ ⟩ denote the mean over the cross-section, so that ⟨v⟩ = 1. The water temperature that counts in a heat balance is the flow-weighted, or bulk, temperature Tm = ⟨vT⟩. The heat-transfer coefficient and the Nusselt number are defined by

h = q/(Tw − Tm),  Nu = hD/k,

where k is the thermal conductivity of water. Near room temperature k is roughly 0.6 W/(m K). Therefore

h = Nu k/D = 4 × 0.6 / (100 × 10⁻⁶) W/(m² K) = 24 kW/(m² K),

or 2.4 W/(cm² K). This refers to wetted wall area, not to the footprint of the chip.

The number has a simple picture. A still layer of water of thickness δ conducts a flux k(Tw − Tm)/δ, so the channel acts like a layer with δ = D/Nu = 25 µm. Heat has to diffuse from the wall into the stream across a fixed fraction of the channel width. Halving all sides of the cross-section, so that its shape is kept, halves that distance and doubles h.

What remains is to find out whether four is a reasonable Nusselt number, and why the speed is absent.

**Why speed and size drop out of Nu**

Take constant properties, no slip at the wall, and a steady flow whose velocity profile no longer changes along the axis z. Let the heat input per unit length be constant, and let the wall temperature be uniform around the perimeter, as it nearly is when the solid conducts heat much better than water. The wall temperature may still rise along z.

A slice of length dz receives the heat qP dz and passes it to the stream, whose heat-capacity flow is ρcUA. Here ρ is the density and c the heat capacity per unit mass. Hence

dTm/dz = qP/(ρcUA) = 4q/(ρcUD),

where the last form uses P/A = 4/D. Axial conduction does not enter this balance, because in the developed region it carries as much heat into the slice as out of it, as the next step shows.

Thermally developed flow with constant heat input means that T = Tw(z) − θ(x,y), with a difference θ that does not depend on z. Then Tw − Tm is constant, and every point of the cross-section warms at the same constant rate dTm/dz. The second derivative of T along z vanishes, and the energy equation becomes

ρcu dTm/dz = k∇²T = −k∇²θ,

with ∇² acting in the cross-section. Insert u = Uv and the heat balance:

k∇²θ = −ρcUv · qP/(ρcUA) = −v qP/A.

The speed U has cancelled. Faster water warms more slowly along the channel, in just the proportion that keeps the heat absorbed per unit volume unchanged. Now write θ = (qP/(kA)) φ, which leaves

∇²φ = −v,  φ = 0 on the wall.

Since ⟨v⟩ = 1, the bulk difference is Tw − Tm = ⟨vθ⟩ = (qP/(kA)) ⟨vφ⟩. With A/P = D/4,

h = q/(Tw − Tm) = kA/(P⟨vφ⟩) = kD/(4⟨vφ⟩),

Nu = D²/(4⟨vφ⟩).

The function φ has the dimension of length squared. If all sides of the channel are scaled by one factor, ⟨vφ⟩ and D² grow alike and Nu stays the same. In this regime Nu is thus a number set by shape, and h is proportional to k/D.

The profile v follows from the momentum balance μ∇²u = −G, where μ is the viscosity and G the pressure drop per unit length. Put u = (G/μ)w, so that

∇²w = −1,  w = 0 on the wall.

With W = ⟨w⟩, the mean speed is U = GW/μ, and v = w/W.

**Round tube**

Measure lengths in units of the radius, so D = 2. The equation (1/r)(r w′)′ = −1 gives r w′ = −r²/2, with no constant because w is smooth on the axis. Thus w = (1 − r²)/4. Its mean is W = ∫₀¹ 2r w dr = 1/8, and

v = 2(1 − r²).

For φ, (rφ′)′ = −2r + 2r³. One integration gives rφ′ = −r² + r⁴/2. Dividing by r, integrating again and setting φ(1) = 0,

φ = 3/8 − r²/2 + r⁴/8.

With s = r², for which 2r dr = ds, the required mean is

⟨vφ⟩ = 2∫₀¹ (1 − s)(3/8 − s/2 + s²/8) ds
= 2∫₀¹ (3/8 − 7s/8 + 5s²/8 − s³/8) ds
= 2(3/8 − 7/16 + 5/24 − 1/32) = 11/48.

Therefore

Nu = 4/(4 × 11/48) = 48/11 ≈ 4.364.

At D = 100 µm this gives 26.2 kW/(m² K).

**Round tube with a constant wall temperature**

The other standard condition keeps Tw fixed along z. The difference Tw − T must then die out downstream, and in the developed region it keeps its shape while it decays:

Tw − T = f(r) e^(−βz).

Here axial conduction does not vanish identically and is neglected; its size is checked below. With radius R = D/2 and r still in units of R, the energy equation reads

−2ρcUβ(1 − r²) f = (k/R²)(1/r)(r f′)′.

Define λ² = 2ρcUβR²/k. Then

(1/r)(r f′)′ + λ²(1 − r²) f = 0,  f(1) = 0.

The heat balance connects β with h. The bulk difference decays at the rate β, so ρcUAβ(Tw − Tm) = hP(Tw − Tm), or β = 4h/(ρcUD). Hence

λ² = (2ρcUR²/k) · 4h/(ρcUD) = 8hR²/(kD) = 2hD/k = 2Nu.

The smallest λ² is needed, since that mode survives longest. Insert f = a₀ + a₁r² + a₂r⁴ + … with a₀ = 1. The first term of the equation turns aₙr²ⁿ into 4n²aₙr²ⁿ⁻², and collecting equal powers gives

4n²aₙ = −λ²(aₙ₋₁ − aₙ₋₂),  with a₋₁ = 0.

The wall condition is that the sum of all aₙ be zero. Its smallest root is λ² = 7.3136, so Nu = 3.657 and h = 21.9 kW/(m² K).

This is lower than for constant heat input, and the equations show why. The heat absorbed at radius r is now proportional to vf instead of v. Since f is largest on the axis, a greater share of the heat must travel all the way to the core.

The neglected axial term is smaller than the axial transport by flow in the ratio kβ/(ρcU). With the Péclet number Pe = ρcUD/k, β = 4Nu/(D Pe), and the ratio is 4Nu/Pe². For the example below, with Pe = 700, it is about 3 × 10⁻⁵.

The value four thus lies between the two results for a round tube.

**Rectangular channels**

Channels cut into a chip are often rectangular. Let the sides be a and b, and return to constant heat input per unit length with a wall temperature uniform around the perimeter. The products sin(mπx/a) sin(nπy/b) vanish on the walls, and ∇² multiplies each by −K, where

K = π²(m²/a² + n²/b²).

The constant 1 has the expansion coefficients

(4/(ab)) · (2a/(πm)) · (2b/(πn)) = 16/(π²mn)

for odd m and n, and zero otherwise. From ∇²w = −1, the coefficients of w are therefore

wₘₙ = 16/(π²mnK).

Each product of sines has the mean 4/(π²mn) over the rectangle, so

W = Σ 64/(π⁴m²n²K),

summed over odd m and n. Since v = w/W and ∇²φ = −v, the coefficients of φ are wₘₙ/(WK). Different products are orthogonal, and the mean square of each is 1/4. Thus

⟨vφ⟩ = (1/(4W²)) Σ wₘₙ²/K,

Nu = D²W² / Σ(wₘₙ²/K),  D = 2ab/(a + b).

The sums give Nu = 3.608 for a square and 4.123 for sides in the ratio 2:1. Between them, at a ratio of 1.823, Nu equals four. With D = 100 µm the sides are then 141.2 µm and 77.4 µm. A direct finite-difference solution of the flow and temperature in this rectangle gives h = 23.99 kW/(m² K), against 24.00 from the estimate.

**The wide slot: a case where four fails**

For a slot much wider than its gap, heated on both faces, take half the gap as the unit of length. The narrow ends no longer matter, and w″ = −1 gives w = (1 − y²)/2, W = 1/3 and v = (3/2)(1 − y²). Integrating φ″ = −3/2 + 3y²/2 twice, with φ′(0) = 0 by symmetry and φ(1) = 0,

φ = 5/8 − 3y²/4 + y⁴/8.

Then

⟨vφ⟩ = (3/2)∫₀¹ (5/8 − 11y²/8 + 7y⁴/8 − y⁶/8) dy
= (3/2)(5/8 − 11/24 + 7/40 − 1/56) = (3/2)(34/105) = 17/35.

The gap is 2, and for a very wide slot 4A/P is twice the gap, so D = 4 and

Nu = 16/(4 × 17/35) = 140/17 ≈ 8.235.

At D = 100 µm this means 49.4 kW/(m² K), about twice the estimate. Part of the difference lies in the measure of size: such a slot has a gap of only 50 µm. A slot whose gap is itself 100 µm has D = 200 µm and h = 24.7 kW/(m² K).

For the round, square and 2:1 channels treated here, h at D = 100 µm runs from 21.6 to 26.2 kW/(m² K), within about 10% of 24 kW/(m² K). The values for the rectangles hold for constant heat input along the channel. With a wall temperature that is constant along z, a square has Nu ≈ 2.98, which gives about 18 kW/(m² K), a quarter below the estimate. The estimate should also not be carried over to wide slots or deep, narrow channels: with constant heat input, Nu is already about 4.8 at a side ratio of 3:1 and 5.3 at 4:1. It also fails for walls so poorly conducting that their temperature varies strongly around the perimeter. In the limit of a flux uniform around the perimeter, the square and the 2:1 rectangle have Nu of about 3.1 and 3.0. All rectangle values above assume four heated walls, whereas a chip channel is often closed by an insulating lid. If the lid of the 141 µm × 77 µm channel is a long side, Nu is about 3.2 on the heated area and 2.1 on the whole wetted area. If the lid is a short side, the values are about 4.4 and 3.6.

**A channel with numbers**

Take the rectangle with Nu = 4, a length L = 10 mm, a mean speed U = 1 m/s and a wetted-wall flux q = 200 kW/m². Round values for water are ρ = 1000 kg/m³, c = 4200 J/(kg K) and μ = 1 mPa s. The wall is hotter than the adjacent bulk water by

q/h = 200/24 K = 8.33 K.

The water itself warms between inlet and exit by

4qL/(ρcUD) = 4 × 200 000 × 0.010 / (1000 × 4200 × 1 × 100 × 10⁻⁶) K = 19.05 K.

At the exit the wall is therefore 27.38 K above the inlet water. The larger part comes from the limited heat capacity of the stream, not from the coefficient h.

This matters for scaling. Keep q, L, U and the shape fixed and halve D. Then h doubles to 48 kW/(m² K) and the first difference falls to about 4.2 K, but the bulk rise doubles to about 38.1 K. The exit wall becomes hotter, at about 42 K above the inlet. A higher coefficient helps only if enough water still passes through.

The pressure drop follows from G = μU/W:

Δp = μUL/W = 30.5 kPa.

Because W scales as D² for a given shape, halving D at the same speed would raise Δp fourfold, to about 122 kPa.

The pumping power ends up as heat. Multiply μ∇²u = −G by u and integrate over the cross-section. The boundary term vanishes because u = 0 on the wall, and the viscous power per unit length is

∫ μ|∇u|² dA = G∫ u dA = GUA.

Over the length L this is Δp UA. Divided by the heat-capacity flow ρcUA, it warms the water by Δp/(ρc) = 7.26 mK, which is negligible beside 19.05 K.

**When is the flow developed?**

The Reynolds number is Re = ρUD/μ = 100, far below the rough value of 2000 at which duct flow may become turbulent. Laminar flow is thus a safe assumption here. Thermal development is the stricter condition.

Consider a round tube with uniform wall flux, an already developed velocity profile and water entering at uniform temperature. The developed solution carries all the wall heat, so the remaining transients have no wall flux. They have the form f(r) e^(−βz) and obey the same radial equation as before, now with f′(1) = 0. The root λ = 0 is a uniform temperature shift, which the inlet heat balance fixes. The smallest positive root, from the condition Σ n aₙ = 0, is λ₁² = 25.680.

From λ² = 2ρcUβR²/k and R² = D²/4, the decay rate is β = 2λ²/(D Pe). The slowest transient therefore falls by a factor e over the length

ℓ = D Pe/(2λ₁²) = 0.1 mm × 700/51.36 = 1.36 mm.

Direct integration along the tube gives the same decay rate. It also shows that the local Nu comes within 5% of its final value after 3.01 mm, and that the excess at 10 mm is 0.028% of the final value. Over the sampled distances the local Nu falls steadily towards its limit. Near the inlet, 24 kW/(m² K) is therefore likely to be a low estimate for the rectangle too, although the entry calculation is for a round tube. The rectangle of the example develops somewhat more slowly: it comes within 5% after about 3.5 mm, and its excess at 10 mm is about 0.2%.

The velocity profile also needs some length to form. Momentum diffuses across the channel faster than heat by the Prandtl number Pr = μc/k = 7, so this length is shorter by a factor of that order. For a round tube with a flat inlet profile it is about 0.6 mm here and adds about 2% to the developed pressure drop. At 10 m/s it would be about 6 mm and add about 20%.

The entry length grows as D Pe, that is, as UD². At 10 m/s the Reynolds number would be 1000, still below the rough transition value, but the 5% distance would be about 30 mm, three times the channel length. By this measure the whole channel would then lie in the entry region. The coefficient would depend on speed and exceed the developed value. Independence of speed is thus a property of developed flow, not of laminar flow as such.

**How the result scales**

For developed flow, with Nu set by shape and wall condition (near four for round tubes, and for rectangles of side ratio up to about 2 heated on all sides with constant heat input),

h ≈ 24 kW/(m² K) × (Nu/4) × (k / 0.6 W/(m K)) × (100 µm / D).

A relative change in k changes h by the same fraction, if Nu is held fixed. The constant-property model leaves out the fall of viscosity as water warms. That fall alters the velocity profile near the hot wall and lowers the pressure drop along the channel. For water that enters near 20 °C and warms by some 20 K, the pressure drop is lower by roughly a fifth or more, and, because the conductivity also rises with temperature, h runs from about 25 to 26 kW/(m² K) along the channel instead of 24. The results therefore deserve two figures at most as predictions for a real channel. The further digits given above serve only to compare calculations within the model. The numerical output lists the values for each shape, together with several results from independent numerical solutions.

Numbers as computed

```
Water conductivity k: 0.6 W/(m K)
Density: 1000 kg/m^3; heat capacity: 4200 J/(kg K)
Viscosity: 1.0 mPa s
Hydraulic diameter: 100 um; length: 10 mm
Mean speed: 1.0 m/s; wetted-wall flux: 200 kW/m^2
h for Nu = 4: 24.00 kW/(m^2 K) = 2.40 W/(cm^2 K)
h from direct 2D solution: 23.99 kW/(m^2 K)
Side ratio giving Nu = 4: 1.823 (dimensionless)
Channel sides: 141.2 um and 77.4 um
Shape and wall condition: Nu (dimensionless), h in kW/(m^2 K)
  round, constant wall temperature: Nu 3.657, h 21.9
  round, constant flux: Nu 4.364, h 26.2
  square, constant axial heat input: Nu 3.608, h 21.6
  2:1 rectangle, constant axial heat input: Nu 4.123, h 24.7
  parallel plates, both heated: Nu 8.235, h 49.4
Finite-volume Nu, round constant flux: 4.3637
Finite-volume Nu, plates: 8.2353
Diagonalized Nu, round constant temperature: 3.6568
Series root lambda^2, constant temperature: 7.3136
Series root lambda_1^2, entry with flux: 25.680
Entry decay rate 2 lambda_1^2: 51.36 (per unit x)
Entry decay rate from direct solution: 51.36
Re: 100; Pr: 7.0; Pe: 700 (dimensionless)
Thermal decay length, round tube: 1.36 mm
Distance to within 5% of final Nu: 3.01 mm
Local Nu excess at exit, round tube: 0.028 %
Wall minus bulk water temperature: 8.33 K
Bulk water temperature rise: 19.05 K
Wall above inlet water at exit: 27.38 K
Pressure drop, developed flow: 30.5 kPa
Pressure drop from direct solution: 30.5 kPa
Viscous temperature rise: 7.26 mK
Viscous power / pumping power: 1.0010 (dimensionless)
```
